# Replacing a walker matrix by its Q factor: a numerical check

```python
"""
Result under test: if a walker matrix Phi (M orbitals x N electrons) is
factorised as Phi = Q R, its Slater determinant obeys |Phi> = det(R) |Q>.

Phi  : column j holds the coefficients of the j-th occupied orbital
|Phi>: product over columns j of (sum_p Phi[p, j] c^dagger_p) on the vacuum
Q, R : matrix with orthonormal columns, and upper triangular matrix
C_pq : amplitude of c^dagger_p c^dagger_q |vacuum>, p < q
t, V : hopping and nearest-neighbour repulsion of an open four-site chain
States are built with explicit creation-operator matrices in Fock space and
compared with determinants of the small matrices.
"""
from itertools import combinations
import numpy as np
from scipy.linalg import expm

M = 4
PAIRS = list(combinations(range(M), 2))

# Creation operators as 16 x 16 matrices, with fermionic sign strings.
raise_one = np.array([[0.0, 0.0], [1.0, 0.0]])
sign_one = np.diag([1.0, -1.0])
create = []
for p in range(M):
    op = np.eye(1)
    for site in range(M):
        factor = sign_one if site < p else raise_one if site == p else np.eye(2)
        op = np.kron(op, factor)
    create.append(op)
vacuum = np.zeros(2**M)
vacuum[0] = 1.0
for p in range(M):
    for q in range(M):
        anti = create[p].T @ create[q] + create[q] @ create[p].T
        assert np.allclose(anti, (p == q) * np.eye(2**M))
        assert np.allclose(create[p] @ create[q] + create[q] @ create[p], 0)


def fock_state(matrix):
    """Apply the orbital creators, rightmost column first, to the vacuum."""
    state = vacuum.astype(complex)
    for column in matrix.T[::-1]:
        state = sum(x * op for x, op in zip(column, create)) @ state
    return state


def positive_qr(matrix):
    """QR factorisation with a positive diagonal of R."""
    q, r = np.linalg.qr(matrix)
    phase = np.diag(r) / np.abs(np.diag(r))
    return q * phase, phase.conj()[:, None] * r


def minor(matrix, p, q):
    return np.linalg.det(matrix[[p, q], :])


# General complex walkers, with the library's own phase convention for R.
rng = np.random.default_rng(7)
for n in (2, 3):
    for _ in range(10):
        walker = rng.normal(size=(M, n)) + 1j * rng.normal(size=(M, n))
        q, r = np.linalg.qr(walker)
        assert np.allclose(fock_state(walker), np.linalg.det(r) * fock_state(q))
        mix = rng.normal(size=(n, n)) + 1j * rng.normal(size=(n, n))
        assert np.allclose(fock_state(walker @ mix),
                           np.linalg.det(mix) * fock_state(walker))
        assert np.isclose(np.linalg.norm(fock_state(walker))**2,
                          np.linalg.det(walker.conj().T @ walker).real)

# Dependent columns give the zero state, although Q is still orthonormal.
dependent = np.array([[1.0, 2], [1, 2], [3, 6], [5, 10]])
q_dep, r_dep = np.linalg.qr(dependent)
assert np.linalg.norm(fock_state(dependent)) < 1e-12
assert abs(np.linalg.det(r_dep)) < 1e-12
assert np.isclose(np.linalg.norm(fock_state(q_dep)), 1)

# Separate spin matrices: two up and one down electron, two orbitals + two.
up = np.array([[1.0, 2], [3, 5]])
down = np.array([[2.0], [1.0]])
both = np.zeros((4, 3))
both[:2, :2], both[2:, 2:] = up, down
q_up, r_up = np.linalg.qr(up)
q_dn, r_dn = np.linalg.qr(down)
both_q = np.zeros((4, 3))
both_q[:2, :2], both_q[2:, 2:] = q_up, q_dn
spin_factor = np.linalg.det(r_up) * np.linalg.det(r_dn)
assert np.allclose(fock_state(both), spin_factor * fock_state(both_q))

# Worked example: amplitudes of two electrons in four orbitals.
phi = np.array([[1.0, 6], [1, 4], [3, 2], [5, 4]])
Q, R = positive_qr(phi)
det_r = np.linalg.det(R)
state_phi, state_q = fock_state(phi), fock_state(Q)
assert np.allclose(state_phi, det_r * state_q)
print("Walker Phi, rows = orbitals 1-4 (dimensionless):")
for row in phi:
    print("  %5.1f %5.1f" % tuple(row))
print("6*Q, rows = orbitals 1-4 (dimensionless):")
for row in 6 * Q:
    print("  %8.4f %8.4f" % tuple(row))
print("R, row 1: %.4f %.4f" % tuple(R[0]))
print("R, row 2: %.4f %.4f" % tuple(R[1] + 0.0))
print("det R = %.6f" % det_r)
print("pair  C(Phi) from Fock space   C(Q) from minor   ratio")
for p, q in PAIRS:
    basis_state = create[p] @ create[q] @ vacuum
    c_phi = (basis_state @ state_phi).real
    c_q = minor(Q, p, q)
    assert np.isclose(c_phi, det_r * c_q)
    assert np.isclose(c_phi, minor(phi, p, q))
    print(" %d%d   %12.6f   %12.6f   %12.6f"
          % (p + 1, q + 1, c_phi, c_q, c_phi / c_q))
print("norm of |Phi> = %.6f" % np.linalg.norm(state_phi))
print("norm of |Q>   = %.6f" % np.linalg.norm(state_q))

# Mixed energies, trial state with sites 1 and 2 occupied.
t, V = 1.0, 2.0
h = -t * (np.eye(M, k=1) + np.eye(M, k=-1))
H_one = sum(h[p, q] * create[p] @ create[q].T
            for p in range(M) for q in range(M))
number = [op @ op.T for op in create]
H = H_one + V * sum(number[p] @ number[p + 1] for p in range(M - 1))
trial = create[0] @ create[1] @ vacuum


def fock_energy(state):
    return ((trial @ H @ state) / (trial @ state)).real


def minor_energy(matrix):
    return V - t * minor(matrix, 0, 2) / minor(matrix, 0, 1)


phi2 = np.array([[0.0, 1], [1, 0], [1, 1], [1, 0]])
Q2, R2 = positive_qr(phi2)
det_r2 = np.linalg.det(R2)
for walker, q in ((phi, Q), (phi2, Q2)):
    assert np.isclose(fock_energy(fock_state(walker)), minor_energy(q))
print("hopping t = %.1f (energy unit), repulsion V = %.1f t" % (t, V))
print("overlap <T|Phi> = %.6f, <T|Q> = %.6f"
      % ((trial @ state_phi).real, minor(Q, 0, 1)))
print("mixed energy, walker 1: from Phi %.6f t, from Q %.6f t"
      % (fock_energy(state_phi), minor_energy(Q)))
print("walker 2 columns:", phi2[:, 0], phi2[:, 1])
print("walker 2: det R = %.6f, overlap <T|Phi> = %.6f"
      % (det_r2, minor(phi2, 0, 1)))
print("mixed energy, walker 2: %.6f t" % minor_energy(Q2))

# Sum of two walkers with unit plain weights.
energy_sum = fock_energy(state_phi + fock_state(phi2))
overlaps_q = np.array([minor(Q, 0, 1), minor(Q2, 0, 1)])
local = np.array([minor_energy(Q), minor_energy(Q2)])
kept = np.average(local, weights=np.array([det_r, det_r2]) * overlaps_q)
dropped = np.average(local, weights=overlaps_q)
assert np.isclose(energy_sum, kept)
assert abs(energy_sum - dropped) > 0.1
# Importance-sampled form: weight unchanged, overlap recomputed from Q.
weights = np.array([0.7, 1.6])
before = sum(w * fock_state(a) / (trial @ fock_state(a))
             for w, a in zip(weights, (phi, phi2)))
after = sum(w * fock_state(a) / minor(a, 0, 1)
            for w, a in zip(weights, (Q, Q2)))
assert np.allclose(before, after)
print("two-walker energy from original states: %.6f t" % energy_sum)
print("two-walker energy from Q, det R kept:    %.6f t" % kept)
print("two-walker energy from Q, det R dropped: %.6f t" % dropped)

# Repeated one-body propagation with and without QR, V = 0.
tau, steps = 0.1, 500
beta = tau * steps
B = expm(-tau * h)
assert np.allclose(expm(-tau * H_one) @ state_phi, fock_state(B @ phi))
levels, vectors = np.linalg.eigh(H_one)
exact = vectors @ (np.exp(-beta * levels) * (vectors.T @ state_phi))
exact_log_norm = np.log(np.linalg.norm(exact))
two_body_basis = np.array([create[p] @ create[q] @ vacuum for p, q in PAIRS])
ground = np.linalg.eigvalsh(two_body_basis @ H_one @ two_body_basis.T)[0]

plain, stable, log_det = phi.copy(), phi.copy(), 0.0
plain_errors, stable_errors = [], []
for step in range(1, steps + 1):
    plain = B @ plain
    stable, r = positive_qr(B @ stable)
    log_det += np.sum(np.log(np.diag(r)))
    if step > 400:
        late_q = np.linalg.qr(plain)[0]
        plain_errors.append(abs(np.trace(late_q.T @ h @ late_q) - ground))
        stable_errors.append(abs(np.trace(stable.T @ h @ stable) - ground))
singular = np.linalg.svd(plain, compute_uv=False)
singular_ratio = singular[1] / singular[0]
assert abs(log_det - exact_log_norm) < 1e-8
exact_direction = exact / np.linalg.norm(exact)
assert np.allclose(fock_state(stable), exact_direction, atol=1e-9)
assert max(stable_errors) < 1e-10
assert max(plain_errors) > 1e-3
assert singular_ratio < 1e-13
print("propagation: time step %.1f/t, %d steps, total time %.1f/t"
      % (tau, steps, beta))
print("exact two-electron ground energy, V = 0: %.6f t" % ground)
print("sum of log det R = %.8f" % log_det)
print("log norm from Fock diagonalization = %.8f" % exact_log_norm)
print("without QR: singular-value ratio at the end = %.1e" % singular_ratio)
print("largest energy error, last 100 steps, without QR: %.1e t"
      % max(plain_errors))
print("largest energy error, last 100 steps, with QR:    %.1e t"
      % max(stable_errors))
print("PASS")
```

It prints:

```
Walker Phi, rows = orbitals 1-4 (dimensionless):
    1.0   6.0
    1.0   4.0
    3.0   2.0
    5.0   4.0
6*Q, rows = orbitals 1-4 (dimensionless):
    1.0000   5.0000
    1.0000   3.0000
    3.0000  -1.0000
    5.0000  -1.0000
R, row 1: 6.0000 6.0000
R, row 2: 0.0000 6.0000
det R = 36.000000
pair  C(Phi) from Fock space   C(Q) from minor   ratio
 12      -2.000000      -0.055556      36.000000
 13     -16.000000      -0.444444      36.000000
 14     -26.000000      -0.722222      36.000000
 23     -10.000000      -0.277778      36.000000
 24     -16.000000      -0.444444      36.000000
 34       2.000000       0.055556      36.000000
norm of |Phi> = 36.000000
norm of |Q>   = 1.000000
hopping t = 1.0 (energy unit), repulsion V = 2.0 t
overlap <T|Phi> = -2.000000, <T|Q> = -0.055556
mixed energy, walker 1: from Phi -6.000000 t, from Q -6.000000 t
walker 2 columns: [0. 1. 1. 1.] [1. 0. 1. 0.]
walker 2: det R = 2.236068, overlap <T|Phi> = -1.000000
mixed energy, walker 2: 1.000000 t
two-walker energy from original states: -3.666667 t
two-walker energy from Q, det R kept:    -3.666667 t
two-walker energy from Q, det R dropped: 0.226506 t
propagation: time step 0.1/t, 500 steps, total time 50.0/t
exact two-electron ground energy, V = 0: -2.236068 t
sum of log det R = 115.27224523
log norm from Fock diagonalization = 115.27224523
without QR: singular-value ratio at the end = 9.2e-17
largest energy error, last 100 steps, without QR: 2.2e+00 t
largest energy error, last 100 steps, with QR:    8.9e-16 t
PASS
```
